# High-Spin and Low-Spin Configurations of Octahedral d7 Cobalt(II)

**Question**

A cobalt(II) ion has seven d electrons and six equal ligands at distance $R$ along $\pm x,\pm y,\pm z$. The field leaves three orbitals, $t_{2g}$, below two others, $e_g$, by a splitting $\Delta>0$. Compare

- high spin (HS): $t_{2g}^5e_g^2$, with three unpaired electrons;
- low spin (LS): $t_{2g}^6e_g^1$, with one unpaired electron.

Until part (f), each state is a pure configuration and spin-orbit coupling is neglected. Both states have the same d orbitals. Until part (e), they also share one geometry. The angular parts of the orbitals, on the unit sphere, are

$$\zeta=\sqrt{15}\,xy,\quad \xi=\sqrt{15}\,yz,\quad \eta=\sqrt{15}\,xz,$$
$$\theta=\tfrac{\sqrt5}{2}(3z^2-1),\quad \epsilon=\tfrac{\sqrt{15}}{2}(x^2-y^2),$$

normalized so that the average over the sphere, $\langle\cdot\rangle$, of each square is 1. With $F^k$ the radial repulsion integrals of the d shell, the Racah parameters needed are

$$B=\frac{F^2}{49}-\frac{5F^4}{441},\qquad C=\frac{35F^4}{441}.$$

**(a) Represent the ligands by unit negative charges. Find the level positions, how $\Delta$ depends on $R$, and the field energies of HS and LS.**

*Answer.* In atomic units, an electron at radius $r<R$ in direction $\mathbf n$ has energy $\sum_i\sum_k (r^k/R^{k+1})P_k(\mathbf n\cdot\mathbf e_i)$, where $\mathbf e_i$ points to ligand $i$. Opposite charges cancel the odd $k$. For $k=2$ the sum is $3(x^2+y^2+z^2)-3=0$. A product of two d functions contains no multipole above $k=4$, so higher terms do not act within the shell. With $S=x^4+y^4+z^4$ and $P_4(u)=(35u^4-30u^2+3)/8$,

$$V=\frac6R+\frac{r^4}{R^5}\,\frac{2(35S-30+9)}{8}
=\frac6R+\frac{35}{4}\frac{r^4}{R^5}\left(S-\frac35\right).$$

Sphere averages follow from

$$\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!(2b-1)!!(2c-1)!!}{(2a+2b+2c+1)!!},\quad(-1)!!=1.$$

This is the average of the monomial over a unit Gaussian in three dimensions, divided by its radial factor. Hence

$$\langle\zeta^2S\rangle=15\,\frac{15+15+3}{945}=\frac{11}{21},\qquad
\langle\epsilon^2S\rangle=\frac{15}{4}\,\frac{2(123)-2(33)}{945}=\frac57.$$

Here $123=105+9+9$ comes from $x^4S$ and $33$ from $x^2y^2S$. Apart from $6/R$, the energies are

$$E_\zeta=\frac{35}{4}\left(\frac{11}{21}-\frac35\right)\frac{r^4}{R^5}=-\frac23\frac{r^4}{R^5},\qquad
E_\epsilon=\frac{35}{4}\left(\frac57-\frac35\right)\frac{r^4}{R^5}=\frac{r^4}{R^5}.$$

Permuting the axes gives $\xi$ and $\eta$ the energy of $\zeta$. A filled shell is spherical, so the five shifts add to zero and $E_\theta=3(2/3)-1=1$ in the same unit. Reflections and the exchange of $x$ and $y$ remove all off-diagonal elements. Therefore

$$\Delta=\frac53\frac{r^4}{R^5},\qquad E(t_{2g})=-\frac25\Delta,\qquad E(e_g)=+\frac35\Delta,$$

where $r^4$ is replaced by its radial average for a real orbital. The field energies are

$$E^{\rm field}_{\rm HS}=5\left(-\tfrac25\Delta\right)+2\left(\tfrac35\Delta\right)=-\tfrac45\Delta,$$
$$E^{\rm field}_{\rm LS}=6\left(-\tfrac25\Delta\right)+\tfrac35\Delta=-\tfrac95\Delta.$$

The field favours LS by $\Delta$. The common shift $6/R$ per electron cancels.

**(b) Let $P$ be the whole rise in electron repulsion from HS to LS. Count the electron pairs and express $P$ in $B$ and $C$.**

*Answer.* Choose the determinants

$$\text{HS}:\ \zeta\xi\eta\theta\epsilon\uparrow,\ \xi\eta\downarrow;\qquad
\text{LS}:\ \zeta\xi\eta\theta\uparrow,\ \zeta\xi\eta\downarrow.$$

HS has two doubly occupied orbitals and LS has three. The numbers of parallel-spin pairs are $10+1=11$ and $6+3=9$. One electron pair is gained and two exchange partners are lost.

One determinant is enough for each state. With all spin-up orbitals filled, HS has three determinants, labelled by the $t_{2g}$ hole. Twofold rotations about the axes give them different signs, so they do not mix, and axis permutations make their energies equal. LS has one electron outside a closed $t_{2g}$ set.

The repulsion of a determinant is the sum of Coulomb integrals $J_{ab}$ over all electron pairs, minus exchange integrals $K_{ab}$ over parallel-spin pairs. The change from HS to LS removes $\epsilon\uparrow$ and adds $\zeta\downarrow$; the other six electrons stay. The Coulomb change is

$$\begin{aligned}\delta_J={}&J_{\zeta\zeta}+J_{\zeta\theta}+2(J_{\zeta\xi}+J_{\zeta\eta})\\
&-J_{\epsilon\zeta}-J_{\epsilon\theta}-2(J_{\epsilon\xi}+J_{\epsilon\eta}).\end{aligned}$$

A $45^\circ$ rotation about $z$ carries $\epsilon$ into $\zeta$ and leaves $\theta$ and the combined density $\xi^2+\eta^2$ unchanged. Thus $J_{\zeta\theta}=J_{\epsilon\theta}$, the bracketed sums are equal, and $\delta_J=J_{\zeta\zeta}-J_{\epsilon\zeta}$.

To evaluate this, rotate $\epsilon$ by $22.5^\circ$, which gives $(\epsilon+\zeta)/\sqrt2$ with unchanged self-repulsion. Its density is $(\epsilon^2+\zeta^2+2\epsilon\zeta)/2$. Terms with one factor $\epsilon\zeta$ vanish because $\zeta$ is odd under $y\to-y$, so

$$J_{\epsilon\epsilon}=\tfrac14\left(J_{\epsilon\epsilon}+J_{\zeta\zeta}+2J_{\epsilon\zeta}+4K_{\epsilon\zeta}\right).$$

Since $J_{\zeta\zeta}=J_{\epsilon\epsilon}$, this gives $J_{\zeta\zeta}-J_{\epsilon\zeta}=2K_{\epsilon\zeta}$.

The loss of exchange stabilization is

$$\delta_K=(K_{\epsilon\zeta}+K_{\epsilon\theta}+K_{\epsilon\xi}+K_{\epsilon\eta})-(K_{\zeta\xi}+K_{\zeta\eta})
=K_{\epsilon\zeta}+K_{\epsilon\theta}.$$

The same $45^\circ$ rotation only mixes $\xi$ and $\eta$ orthogonally, so their exchange sums cancel.

Two integrals remain. Expanding $1/r_{12}$ in Legendre polynomials and using the addition theorem gives

$$K_{ab}=\sum_k\frac{F^k}{2k+1}\left\langle[(ab)_k]^2\right\rangle,$$

where $(ab)_k$ is the part of the product $ab$ with angular momentum $k$.

The product $\epsilon\zeta=\tfrac{15}{2}xy(x^2-y^2)$ varies as $\sin^4\vartheta\sin4\varphi$ in polar angles, which is purely $k=4$. Its mean square is

$$\frac{225}{4}\,\frac{15+15-2(9)}{945}=\frac57,\qquad
K_{\epsilon\zeta}=\frac{F^4}{9}\,\frac57=\frac{35F^4}{441}=C.$$

The product $\epsilon\theta$ has parts with $k=2$ and $k=4$. By symmetry the $k=2$ part is a multiple of $\epsilon$, with coefficient

$$\langle\epsilon^2\theta\rangle=\frac{15\sqrt5}{8}\left(3\cdot\frac4{105}-\frac4{15}\right)=-\frac{2\sqrt5}{7},$$

whose square is $20/49$. The total mean square is

$$\langle\epsilon^2\theta^2\rangle=\frac{75}{16}\left(9\cdot\frac{12}{945}-6\cdot\frac4{105}+\frac4{15}\right)=\frac57,$$

which leaves $5/7-20/49=15/49$ for $k=4$. Hence

$$K_{\epsilon\theta}=\frac{F^2}{5}\frac{20}{49}+\frac{F^4}{9}\frac{15}{49}
=\frac{4F^2}{49}+\frac{15F^4}{441}=4B+C.$$

Collecting the two contributions,

$$\delta_J=2C,\qquad \delta_K=4B+2C,\qquad P=\delta_J+\delta_K=4B+4C.$$

**(c) Find the condition for degeneracy and state which configuration is lower on each side.**

*Answer.* Adding the changes in field energy and repulsion,

$$E_{\rm LS}-E_{\rm HS}=P-\Delta .$$

The states are degenerate at $\Delta=P$. HS is lower for $\Delta<P$ and LS for $\Delta>P$. One electron gains $\Delta$ by dropping from $e_g$ to $t_{2g}$, and the ion pays $P$ for the additional pair. The condition requires $P$ to include the lost exchange as well as the Coulomb cost. Only the sum $P$ is fixed by the states. The division into $\delta_J$ and $\delta_K$ holds for real orbitals: writing the HS spin-up pair $\epsilon,\zeta$ as the complex orbitals $m=\pm2$ leaves the determinant unchanged up to a phase but gives $\delta_J=C$ and $\delta_K=4B+3C$.

**(d) An octahedral precursor has $\Delta=1.20$ eV, $B=0.11$ eV and $C=0.50$ eV. Which configuration is lower? What would follow if exchange were left out of $P$?**

*Answer.* The Coulomb part is $2(0.50)=1.00$ eV and the exchange part is $4(0.11)+2(0.50)=1.44$ eV. Thus

$$P=2.44\ \text{eV}\quad(235\ \text{kJ/mol}).$$

The field energies are $-0.96$ eV for HS and $-2.16$ eV for LS, so

$$E_{\rm LS}-E_{\rm HS}=2.44-1.20=1.24\ \text{eV}.$$

HS is lower. With the Coulomb part alone, as counted for the real orbitals of part (b), the crossing would lie at 1.00 eV, below the given $\Delta$, and LS would wrongly be chosen. If $B$ and $C$ were reduced by a common factor at fixed $\Delta$, the pure configurations would cross when that factor reached $1.20/2.44=0.49$.

The inputs are rough typical values for a high-spin Co(II) vapour precursor such as Co(hfa)$_2$(TMEDA), in which four oxygen and two nitrogen atoms surround the metal. The result is consistent with its high-spin character but does not predict it, because the inputs were chosen for a high-spin complex. Nor does $\Delta$ come from the point charges of part (a): with $\langle r^4\rangle$ between about 3.6 and 3.9 atomic units for a free Co$^{2+}$ ion (Hartree-Fock values shift by about 0.2 with the basis), unit charges at 0.21 nm give only 0.17 to 0.18 eV. That model shows the symmetry of the splitting; most of its size in a real complex comes from metal-ligand bonding. Here covalency enters only through the chosen $\Delta$, $B$ and $C$, and the real donor set is not a regular octahedron. If a surface reaction removes a ligand, the octahedral level scheme no longer applies.

**(e) Find the splitting at which HS and LS are equally populated at 350 K in the fixed geometry. Then let the LS bonds shorten: the HS bond length is 0.21 nm and the stiffness is 150 N/m per bond. How does the crossing of the energy minima move?**

*Answer.* HS has three orbital and four spin components, hence 12 states. LS has $2\times2=4$. Equal Boltzmann populations require

$$12e^{-E_{\rm HS}/kT}=4e^{-E_{\rm LS}/kT}
\quad\Longrightarrow\quad P-\Delta=-kT\ln3 .$$

Therefore $\Delta=P+kT\ln3=2.44+0.033=2.47$ eV. The larger number of HS states moves the balance slightly towards HS. Vibrational entropy is not included. Nor is spin-orbit coupling, which for the constant used in part (f) spreads the twelve HS states over 0.08 eV in the pure configuration and about 0.11 eV with configuration mixing at $\Delta=1.20$ eV, well above $kT=0.03$ eV. The count of twelve equal states behind $kT\ln3$ therefore belongs to the model without this coupling. For these inputs the balance point itself moves little: with configuration mixing, equal quartet and doublet weight at 350 K lies at 2.385 eV without the coupling and 2.387 eV with it.

For the second question, let all six bonds shorten by $x$, with $B$ and $C$ fixed. Measured from its minimum, the HS energy is taken as $k_{\rm tot}x^2/2$, with

$$k_{\rm tot}=6(150)\ \text{N/m}=5617\ \text{eV/nm}^2 .$$

The law $\Delta\propto R^{-5}$ from part (a) gives

$$E_{\rm LS}(x)-E_{\rm HS}(0)=P-\Delta\left(1-\frac xR\right)^{-5}+\frac12k_{\rm tot}x^2,$$

where $R$ and $\Delta$ refer to the HS geometry. Setting the derivative to zero gives

$$k_{\rm tot}x=\frac{5\Delta}{R}\left(1-\frac xR\right)^{-6}.$$

For $\Delta=1.20$ eV the local minimum is at $x=0.0061$ nm. The field gains about 0.19 eV, the bonds cost about 0.10 eV, and LS relaxes by 0.086 eV. This does not overturn the gap of 1.24 eV.

The two minima are equal in energy at $\Delta=2.12$ eV, where $x=0.0133$ nm. Relaxation has lowered the crossing by 0.32 eV, or 13% of $P$. At this crossing the energy equation reads

$$P-\Delta(x)=-\tfrac12k_{\rm tot}x^2<0,$$

so $\Delta$ in the shortened LS geometry exceeds $P$, while $\Delta$ in the HS geometry is below it. A statement that $\Delta=P$ at a spin crossover must therefore specify the geometry. The size of the shift depends on the point-charge distance law and the rough stiffness: it is 0.20 eV for $\Delta\propto R^{-4}$ and 0.11 eV for $R^{-3}$.

**(f) Diagonalizing the field and repulsion among all 120 d7 determinants, at fixed geometry, gives a gap of 1.118 eV at $\Delta=1.20$ eV and a crossing at 2.351 eV. Interpret these numbers. Then assess a tetragonal distortion that splits $e_g$ by 0.30 eV, with $\theta$ lower, and $t_{2g}$ by 0.10 eV, with $\zeta$ higher, and spin-orbit coupling with one-electron constant 0.06 eV.**

*Answer.* States of equal spin and symmetry from different configurations mix. At $\Delta=1.20$ eV the gap falls by $1.240-1.118=0.122$ eV, so mixing lowers the doublet by that much more than the quartet. The crossing moves down by 0.089 eV, about 4% of $P$.

The configuration labels remain useful. At $\Delta=1.20$ eV, $t_{2g}^5e_g^2$ has weight 0.93 in the lowest quartet and $t_{2g}^6e_g^1$ has weight 0.94 in the lowest doublet. At the crossing the weights are 0.97 for both. For large $\Delta$, the configurations that mix in lie higher by at least $\Delta$ in field energy, while the repulsion elements stay fixed. The correction then falls as $1/\Delta$ to leading order, and $P-\Delta$ is recovered.

For the distortion, keep the average energy of each set fixed. The $t_{2g}$ shifts are $+2\delta_t/3$ for $\zeta$ and $-\delta_t/3$ for $\xi$ and $\eta$. HS places its hole in $\zeta$ and gains $2\delta_t/3$; its two $e_g$ shifts cancel. LS places its $e_g$ electron in $\theta$ and gains $\delta_e/2$. The gap changes by

$$-\frac{\delta_e}{2}+\frac{2\delta_t}{3}=-0.150+0.067=-0.083\ \text{eV}.$$

With configuration mixing the change is $-0.085$ eV. If $\zeta$ were instead the lower $t_{2g}$ orbital, HS would gain only $\delta_t/3$, and the pure-configuration change would be $-0.117$ eV.

Spin-orbit coupling lowers the ground level by 0.074 eV at $\Delta=1.20$ eV. With configuration mixing but no spin-orbit coupling, the ground level changes from twelvefold to fourfold at 2.351 eV. With the coupling it changes from twofold to fourfold at 2.346 eV. The small shift is a near cancellation for these inputs: at 2.351 eV the coupling lowers the lowest twofold and fourfold levels by 0.069 and 0.071 eV. This is no longer a sharp change of spin. The doublet mixes with a fourfold level of the quartet, so the lowest fourfold level is 5% doublet at 2.2 eV, about half doublet at 2.346 eV and 93% doublet at 2.6 eV.

Starting from the mixed gap and subtracting the LS relaxation and the stated distortion leaves

$$1.118-0.086-0.085\approx0.95\ \text{eV}$$

in favour of HS. This adds separately calculated effects and is an estimate, not a bound. Within the model, the high-spin assignment is secure for these inputs. The value $\Delta=P$ is less so: of the effects sized here, and with the $R^{-5}$ law, bond relaxation moves the crossing most. The numerical output below lists the main values used.

## Numbers as computed

```
INPUTS (rough typical values)
splitting Delta = 1.20 eV
Racah B = 0.11 eV, C = 0.50 eV
spin-orbit constant = 0.06 eV
temperature = 350 K, kT = 0.0302 eV
bond length = 0.21 nm
stiffness per bond = 150 N/m
total breathing stiffness = 5617 eV/nm^2
tetragonal splittings: eg 0.30 eV, t2g 0.10 eV
PURE CONFIGURATIONS
electron pairs: high spin 2, low spin 3
parallel-spin pairs: high spin 11, low spin 9
degeneracy: high spin 12, low spin 4
field energy, high spin = -0.960 eV
field energy, low spin = -2.160 eV
Coulomb part of P = 1.000 eV
exchange part of P = 1.440 eV
P = 2.440 eV = 235.4 kJ/mol
gap E_low - E_high = 1.240 eV
crossing at Delta = 2.440 eV
CONFIGURATION MIXING
gap at example Delta = 1.118 eV
crossing at Delta = 2.351 eV
weight t2g5 eg2 in quartet, example = 0.928
weight t2g6 eg1 in doublet, example = 0.944
weight t2g5 eg2 in quartet, crossing = 0.965
weight t2g6 eg1 in doublet, crossing = 0.973
OTHER NEGLECTED EFFECTS
thermal shift kT ln 3 = 0.0331 eV
equal populations at Delta = 2.473 eV
low-spin relaxation, example = 0.086 eV
bond shortening, example = 0.0061 nm
relaxed pure crossing at Delta = 2.117 eV
bond shortening at that crossing = 0.0133 nm
tetragonal gap change, pure = -0.083 eV
tetragonal gap change, mixed = -0.085 eV
spin-orbit lowering of ground level = 0.074 eV
crossing with mixing and spin-orbit = 2.346 eV
cautious remaining high-spin margin = 0.946 eV
```
